\section*{Inverse-cube extrapolation of metal-carbon bond energies: weights, remainder and noise}

\section{Result and conditions}

Let $E_X$ be the correlation energy computed in a basis of cardinal number $X$, and suppose that
\begin{equation}
E_X=E_\infty+A X^{-3}+B X^{-n}+\cdots,\qquad n>3. \label{law}
\end{equation}
For two cardinals $X<Y$, the estimate
\begin{equation}
E_{XY}=w_XE_X+w_YE_Y,\qquad
w_X=-\frac{X^3}{Y^3-X^3},\quad w_Y=\frac{Y^3}{Y^3-X^3} \label{weights}
\end{equation}
is free of the $A$ term. The $B$ term survives with a changed coefficient. If $E_X$ and $E_Y$ carry independent errors of equal standard deviation $s$, the estimate has standard deviation $\kappa s$, where
\begin{equation}
\kappa=\frac{\sqrt{X^6+Y^6}}{Y^3-X^3}>1. \label{kappa}
\end{equation}
The extrapolation therefore removes the leading systematic error at the price of amplifying the random error.

Equation (\ref{law}) is an assumption about a sequence of bases. It requires that radial and angular functions are added in balance and that $X$ is large enough for the first term to dominate. Its physical origin can be derived in a two-electron model. That derivation concerns correlation energy, so the Hartree--Fock energy is not extrapolated here.

\section{Where the cube comes from}

Consider two electrons in the same hydrogenic 1s orbital around a nucleus of charge $Ze$. The unperturbed function $\psi_0(r_1,r_2)$ is real and normalized, and the perturbation is the repulsion $V=e^2/(4\pi\varepsilon_0r_{12})$. The first-order function obeys $(H_0-E_0)\psi_1=-(V-E_1)\psi_0$, and the second-order energy is $\langle\psi_0|V|\psi_1\rangle$. With $\theta$ the angle between the position vectors, write
\begin{equation}
\psi_1=\sum_l\frac{u_l(r_1,r_2)}{r_1r_2}P_l(\cos\theta),\qquad
\frac1{r_{12}}=\sum_l\frac{r_<^l}{r_>^{l+1}}P_l(\cos\theta).
\end{equation}
For $l\ge1$ the constant $E_1$ drops out. Each electron's squared angular momentum acting on $P_l$ gives $\hbar^2l(l+1)$, so
\begin{multline}
\Big[-\frac{\hbar^2}{2m}(\partial_1^2+\partial_2^2)
+\frac{\hbar^2l(l+1)}{2m}\Big(\frac1{r_1^2}+\frac1{r_2^2}\Big)\\
+U(r_1)+U(r_2)-E_0\Big]u_l
=-\frac{e^2}{4\pi\varepsilon_0}\,r_1r_2\frac{r_<^l}{r_>^{l+1}}\psi_0, \label{radial}
\end{multline}
where $U$ is the nuclear attraction.

Set $r_1=Re^{s/2}$, $r_2=Re^{-s/2}$ and $\lambda=l+\tfrac12$ (in this section $s$ is a coordinate). Then $r_1r_2=R^2$ and
\begin{equation}
\frac{r_<^l}{r_>^{l+1}}=\frac{1}{\sqrt{r_<r_>}}\Big(\frac{r_<}{r_>}\Big)^{l+1/2}=\frac{e^{-\lambda|s|}}{R}.
\end{equation}
The source is confined to $|s|\sim1/\lambda$: high angular momenta describe electrons at nearly equal radii. Each $\partial_s$ then counts as a factor $\lambda$. From $s=\ln(r_1/r_2)$ and $R=\sqrt{r_1r_2}$,
\begin{equation}
\partial_1=\frac1{r_1}\partial_s+\frac{R}{2r_1}\partial_R,\qquad
\partial_2=-\frac1{r_2}\partial_s+\frac{R}{2r_2}\partial_R.
\end{equation}
In $\partial_1^2+\partial_2^2$ the second derivatives in $s$ add to $(1/r_1^2+1/r_2^2)\partial_s^2\simeq(2/R^2)\partial_s^2$. Terms with one $\partial_s$ carry the factor $1/r_1^2-1/r_2^2$, which is itself of order $s\sim1/\lambda$. They are therefore smaller than the leading term by $\lambda^{-2}$, as are the terms without $\partial_s$, the correction to $1/r_1^2+1/r_2^2\simeq2/R^2$, the terms $U$ and $E_0$, and the difference between $l(l+1)$ and $\lambda^2$. The product $\psi_0$ is even in $s$, so replacing it by $\psi_0(R,R)$ costs the same order.

At leading order (\ref{radial}) becomes
\begin{equation}
-\frac{\hbar^2}{mR^2}(\partial_s^2-\lambda^2)u_l=-\frac{e^2}{4\pi\varepsilon_0}R\,\psi_0(R,R)e^{-\lambda|s|}.
\end{equation}
Multiplying by $mR^2/\hbar^2$ and using $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$ gives
\begin{equation}
(-\partial_s^2+\lambda^2)u_l=-\frac{R^3\psi_0(R,R)}{a_0}e^{-\lambda|s|}.
\end{equation}
Try $v=(1+\lambda|s|)e^{-\lambda|s|}$. For $s>0$, $v'=-\lambda^2s\,e^{-\lambda s}$ and $v''=(-\lambda^2+\lambda^3s)e^{-\lambda s}$, hence $-v''+\lambda^2v=2\lambda^2e^{-\lambda s}$. Because $v'(0)=0$, joining the two halves creates no delta function. The decaying solution is
\begin{equation}
u_l=-\frac{R^3\psi_0(R,R)}{2\lambda^2a_0}(1+\lambda|s|)e^{-\lambda|s|}.
\end{equation}

The angular integral of $P_l^2$ over both electrons is $(4\pi)^2/(2l+1)=8\pi^2/\lambda$, and $dr_1dr_2=R\,dR\,ds$. The channel energy is thus
\begin{align}
E_l&\simeq\frac{8\pi^2}{\lambda}\frac{e^2}{4\pi\varepsilon_0}
\int_0^\infty\!dR\int_{-\infty}^{\infty}\!ds\;R^2\psi_0(R,R)\,u_l\,e^{-\lambda|s|}\nonumber\\
&=-\frac{4\pi^2E_h}{\lambda^3}\int_0^\infty\!R^5\psi_0(R,R)^2dR
\int_{-\infty}^{\infty}(1+\lambda|s|)e^{-2\lambda|s|}ds,
\end{align}
with $E_h=e^2/(4\pi\varepsilon_0a_0)$. The last integral is $2[1/(2\lambda)+\lambda/(4\lambda^2)]=3/(2\lambda)$, so
\begin{equation}
E_l\simeq-\frac{6\pi^2E_h}{\lambda^4}\int_0^\infty R^5\psi_0(R,R)^2dR.
\end{equation}
For the 1s pair, $\psi_0(R,R)^2=(Z^6/\pi^2a_0^6)e^{-4ZR/a_0}$, and the integral is $(Z^6/\pi^2a_0^6)\,5!\,(a_0/4Z)^6=120/(4096\pi^2)$. The nuclear charge cancels:
\begin{equation}
E_l=-\frac{45}{256}E_h\,\lambda^{-4}\,[1+O(\lambda^{-2})].
\end{equation}

A basis complete through angular momentum $L$ omits all $l>L$. Each $l+\frac12$ is the midpoint of the interval from $l$ to $l+1$, so the midpoint rule turns the sum into an integral:
\begin{equation}
E(L)-E_\infty\simeq\frac{45E_h}{256}\int_{L+1}^{\infty}\frac{dx}{x^4}
=\frac{15E_h}{256}(L+1)^{-3}, \label{tail}
\end{equation}
with corrections of order $(L+1)^{-5}$. The error is positive because the missing channels lower the energy.

A variational solution of the channel equations in both radii gives $-E_l\lambda^4=0.1739\,E_h$ at $l=10$ and $0.1755\,E_h$ at $l=30$, against the limit $0.1758\,E_h$. The relative deviations are 1.1\% and 0.13\%. Their ratio, about 8, agrees with the $\lambda^{-2}$ correction.

The natural variable in (\ref{tail}) is $L+1$. If one uses $L$ instead,
\begin{equation}
(L+1)^{-3}=L^{-3}-3L^{-4}+6L^{-5}-\cdots,
\end{equation}
and an inverse fourth power appears in the remainder. In the correlation-consistent sets used below, aluminium and carbon carry functions through $l=X$, and hydrogen through $l=X-1$. Radial incompleteness also contributes. Moreover, the derivation covers two electrons of opposite spin in one orbital, whereas a molecule generally also contains same-spin pairs, to which it does not apply. For such sets, the law in $X^{-3}$ is a model suggested by the pair limit, and a shift of $X$ is a source of its error.

\section{Weights and remainder}

A linear estimate must reproduce a constant and annihilate $X^{-3}$:
\begin{equation}
w_X+w_Y=1,\qquad w_XX^{-3}+w_YY^{-3}=0.
\end{equation}
The second condition gives $w_X=-w_YX^3/Y^3$. Inserting this into the first gives $w_Y(Y^3-X^3)/Y^3=1$, which yields (\ref{weights}). Two independent conditions fix two weights, so the solution is unique. An equivalent form is
\begin{equation}
E_{XY}=E_Y+\frac{X^3}{Y^3-X^3}(E_Y-E_X).
\end{equation}
The last computed change is continued by a fixed fraction, which is $27/37$ for the pair $(3,4)$. If $Y\to\infty$ at fixed $X$, the fraction vanishes and the estimate becomes $E_Y$.

Inserting $BX^{-n}$ gives the remainder
\begin{equation}
E_{XY}-E_\infty=B\,\frac{Y^{3-n}-X^{3-n}}{Y^3-X^3}+\cdots.
\end{equation}
Since $Y^3-X^3=(Y-X)(X^2+XY+Y^2)$, the factor $Y-X$ cancels:
\begin{align}
n=4:&\quad -\frac{B}{XY(X^2+XY+Y^2)},\label{r4}\\
n=5:&\quad -\frac{B(X+Y)}{X^2Y^2(X^2+XY+Y^2)}.\label{r5}
\end{align}
For neighbouring cardinals these fall as $X^{-4}$ and $X^{-5}$.

The pair model shows both cases. With channels through $L=2$ and $L=3$, the errors are $1931.3$ and $853.6\,\mu E_h$. Using $X=L+1$, the extrapolated error is
\begin{equation}
1.7297\times853.6-0.7297\times1931.3\simeq67\,\mu E_h,
\end{equation}
a reduction by a factor of about 13 relative to $L=3$. Using $X=L$ leaves $400\,\mu E_h$. Between $L=6$ and $L=12$ the raw error decays with the observed power 2.97 in the variable $L+1$. The residuals, which involve both $L$ and $L+1$, are measured in the variable $L+\frac32$, the midpoint of the two values of $L+1$. Their powers are 4.90 with $X=L+1$ and 4.03 with $X=L$. The three powers are close to the asymptotic values 3, 5 and 4. Shifting only the variable in which the decay is measured leaves the asymptotic powers unchanged but alters the values observed at finite $L$. Shifting $X$ in the weights is different: it changes the power of the residual from 5 to 4.

\section{Noise amplification}

Let the input errors have standard deviations $s_X,s_Y$ and correlation coefficient $\rho$. The variance of their weighted sum is
\begin{equation}
s_{XY}^2=w_X^2s_X^2+w_Y^2s_Y^2+2\rho\,w_Xw_Ys_Xs_Y.
\end{equation}
For $s_X=s_Y=s$ and $\rho=0$, this is (\ref{kappa}). Because $w_Xw_Y<0$, positive correlation reduces the noise. At $\rho=1$ the factor is $|w_X+w_Y|=1$, so a common shift is neither removed nor magnified. For errors bounded by $\epsilon$ in magnitude, the worst case is $(|w_X|+|w_Y|)\epsilon$, reached when both have magnitude $\epsilon$ and their signs are opposite.

For the pairs $(2,3)$, $(3,4)$ and $(4,5)$, $\kappa$ is 1.48, 1.88 and 2.30. For large $X$ the growth becomes linear, as is seen by setting $\mu=X+\frac12$ and $Y=X+1$ and keeping the leading power of $\mu$:
\begin{equation}
Y^3-X^3=3\mu^2+\tfrac14,\qquad X^6+Y^6\simeq2\mu^6,\qquad
\kappa\simeq\frac{\sqrt2}{3}\mu .
\end{equation}
Larger neighbouring bases reduce the remainder but demand tighter numerical thresholds, since the slope is read from an ever smaller difference.

Extrapolation is worthwhile in mean square when $\kappa^2s^2+b_{XY}^2<s^2+b_Y^2$, where $b$ denotes the systematic error. If the pure cube law holds, $b_{XY}=0$ and $b_Y=AY^{-3}$, and the condition is
\begin{equation}
s<\frac{|A|Y^{-3}}{\sqrt{\kappa^2-1}}. \label{break}
\end{equation}

\section{Bond energies}

For dissociation of a metal-carbon bond, define $D=E_{\rm metal}+E_{\rm carbon}-E_{\rm molecule}$. The same weights apply to every species, so extrapolating $D$ gives the same result as combining extrapolated energies. Its leading coefficient is $A_D=A_{\rm metal}+A_{\rm carbon}-A_{\rm molecule}$.

This difference also shows how the method can fail. Suppose $A_D$ cancels and the leading remaining term is $BX^{-5}$. For $(3,4)$ the raw error at $Y=4$ is $B/1024$, whereas (\ref{r5}) gives magnitude $7|B|/5328\simeq|B|/761$. Extrapolation then increases the error by about one third.

If each of the three species has independent noise $\tau$ at each cardinal, the variances add and the extrapolated bond noise is $\sqrt3\,\kappa\tau$.

\section{The Al--C bond in AlCH$_3$}

Monomethylaluminium is a small molecule with a single metal-carbon bond. The fixed geometry has Al--C $2.00$~\AA, C--H $1.10$~\AA\ and Al--C--H angle $110^\circ$. The products are Al and CH$_3$, with CH$_3$ kept in its molecular shape. Correlation is treated by frozen-core, density-fitted second-order perturbation theory in cc-pVDZ, cc-pVTZ and cc-pVQZ, denoted $X=2,3,4$. The open-shell fragments use unrestricted orbitals and AlCH$_3$ uses restricted ones. That restricted solution is weakly unstable: in cc-pVDZ an unrestricted solution with $\langle S^2\rangle\simeq0.10$ lies $0.45$~kJ/mol lower. The effect of this choice of reference on the correlation part is not included below.

The correlation parts of the bond energy are $103.77$, $121.28$ and $128.04$~kJ/mol. The last pair gives
\begin{equation}
D_{34}^{\rm corr}=128.04+\frac{27}{37}(128.04-121.28)\simeq132.97\ \text{kJ/mol}.
\end{equation}
The correction beyond $X=4$ is $4.9$~kJ/mol. Adding the Hartree--Fock part at $X=4$,
\begin{equation}
D\simeq213.07+132.97\simeq346\ \text{kJ/mol}\quad(3.59\ \text{eV}).
\end{equation}

The cube law can be tested by fitting it to $X=2,3$ and predicting the next change. It predicts $4.3$~kJ/mol, while the calculation gives $6.8$~kJ/mol. The prediction is better than assuming no change, but it misses more than a third of it. The $(2,3)$ estimate, $128.65$~kJ/mol, is barely above the unextrapolated value at $X=4$. The unshifted cube law is thus not quantitative for the pair $(2,3)$ here. This test alone does not separate the smallness of the double-zeta set from the choice of variable in the law.

This discrepancy can be turned into a rough estimate of the remainder for the pair $(3,4)$, but only by assuming a form for the next term. If an $X^{-4}$ term accounts for it, (\ref{r4}) gives
\begin{equation}
132.97-128.65=B\Big(\frac1{114}-\frac1{444}\Big),\qquad B\simeq663\ \text{kJ/mol},
\end{equation}
and $D_{34}^{\rm corr}$ is too low by $B/444\simeq1.5$~kJ/mol. Alternatively, the shifted law $(X+1)^{-3}$ assigns the weights of the pair $(4,5)$ to the same two energies:
\begin{equation}
2.0492\times128.04-1.0492\times121.28\simeq135.1\ \text{kJ/mol},
\end{equation}
which is $2.2$~kJ/mol higher. The shifted law also predicts the change from $X=3$ to $4$ more closely:
\begin{equation}
\frac{4^{-3}-5^{-3}}{3^{-3}-4^{-3}}(121.28-103.77)\simeq6.2\ \text{kJ/mol}.
\end{equation}
That the angular shift causes this agreement is a conjecture, since radial errors and basis-set superposition have not been separated. The two alternatives measure sensitivity to the assumed law; they do not bound the error. The advantage of the shifted law does not carry over to the next step: cc-pV5Z gives $130.73$~kJ/mol, while the unshifted law fitted to $(3,4)$ predicts $130.45$, the shifted law $131.03$ and the $X^{-4}$ model $130.91$~kJ/mol. The unshifted $(4,5)$ estimate is $133.6$~kJ/mol, and a fit with $X^{-3}$ and $X^{-4}$ terms through $X=3,4,5$ gives $133.9$~kJ/mol with $B\simeq407$~kJ/mol. These values suggest that the remainder of $D_{34}^{\rm corr}$ is smaller than either alternative above.

For a chosen independent noise $\tau=0.20$~kJ/mol per species, the raw bond noise is $\sqrt3\,\tau=0.35$~kJ/mol and the extrapolated noise is $1.8774\times0.346\simeq0.65$~kJ/mol. Random sampling agrees. The fitted coefficient $A_D=-315.8$~kJ/mol puts the break-even (\ref{break}) at
\begin{equation}
\frac{315.8/64}{\sqrt{1.8774^2-1}}\simeq3.1\ \text{kJ/mol}
\end{equation}
of bond noise. At the chosen noise level, extrapolation is favourable within the cube-law model.

Other errors are outside this estimate. The Hartree--Fock part still changes by $1.5$~kJ/mol from $X=3$ to $4$ and by a further $1.1$~kJ/mol from $X=4$ to $5$. With the $X=5$ Hartree--Fock part and the $(4,5)$ correlation estimate the total is about $348$~kJ/mol, so the last digit of $346$ is not converged. For AlCH$_3$ at $X=2$, density fitting changes the correlation energy by $90\,\mu E_h$, about $0.24$~kJ/mol, relative to a conventional calculation; it cancels only partly in $D$, whose correlation part without fitting is higher by $0.12$~kJ/mol at $X=2$ and $0.07$~kJ/mol at $X=3$, so the second decimal of the quoted values refers to the fitted calculation. No counterpoise correction is made for basis-set superposition, in which each fragment in the molecule borrows functions from the other; it affects both the Hartree--Fock and the correlation parts in a finite basis. Fragment relaxation, vibration, spin-orbit coupling, core correlation and correlation beyond second order are omitted. The value of $346$~kJ/mol is a basis-extrapolated model energy at a fixed geometry, not a measured dissociation energy. The remaining digits are given in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
pair 2,3: w_X -0.4211, w_Y 1.4211, kappa 1.4821, worst case 1.8421
pair 3,4: w_X -0.7297, w_Y 1.7297, kappa 1.8774, worst case 2.4595
pair 4,5: w_X -1.0492, w_Y 2.0492, kappa 2.3022, worst case 3.0984
kappa(3,4) at noise correlation 0.8: 1.2267
limit coefficient 45/256: 0.175781 hartree
-E_l (l+1/2)^4 at l=3: 0.161727 hartree
-E_l (l+1/2)^4 at l=10: 0.173853 hartree
-E_l (l+1/2)^4 at l=30: 0.175546 hartree
pair model, error for L=2: 1931.30 microhartree
pair model, error for L=3: 853.57 microhartree
extrapolated error, X=L+1: 67.12 microhartree
extrapolated error, X=L: 399.79 microhartree
observed error power, raw: 2.972
observed residual power, X=L+1: 4.898
observed residual power, X=L: 4.030
geometry: Al-C 2.00 angstrom, C-H 1.10 angstrom, Al-C-H 110.0 degree
density-fitting difference, AlCH3 DZ: 89.74 microhartree
X=2 correlation: AlCH3 -0.197256, Al -0.030576, CH3 -0.127156 hartree
X=3 correlation: AlCH3 -0.240246, Al -0.035850, CH3 -0.158204 hartree
X=4 correlation: AlCH3 -0.254953, Al -0.037911, CH3 -0.168275 hartree
X=2 bond energy: HF 200.910, correlation 103.771, sum 304.681 kJ/mol
X=3 bond energy: HF 211.612, correlation 121.276, sum 332.888 kJ/mol
X=4 bond energy: HF 213.074, correlation 128.038, sum 341.112 kJ/mol
AlCH3 correlation change 3->4: predicted -10.465, computed -14.707 millihartree
bond correlation change 3->4: predicted 4.261, computed 6.762 kJ/mol
extrapolated bond correlation (2,3): 128.647 kJ/mol
extrapolated bond correlation (3,4): 132.973 kJ/mol
correction beyond X=4: 4.935 kJ/mol
final bond energy, HF(4)+corr(3,4): 346.046 kJ/mol
final bond energy: 3.5865 eV
fitted bond coefficient A: -315.812 kJ/mol
chosen noise per species: 0.200 kJ/mol
raw bond noise: 0.3464 kJ/mol
extrapolated bond noise: formula 0.6503, sampled 0.6519 kJ/mol
break-even bond noise: 3.1057 kJ/mol
rms error at break-even: raw 5.8311, extrapolated 5.8319 kJ/mol
\end{verbatim}
